# Kronig's identity for fermions moving one way on a ring

A ring of circumference $10\ \mu\text{m}$ carries free fermions that all move one way at $10^5$ m/s, so that their levels are equally spaced by $\Delta=41.36\ \mu$eV. With the chemical potential midway between two levels and $T=1$ K, summing over fermion occupations gives $\ln Z_F=3.407490$. A different system, made of oscillators with quanta $\Delta,2\Delta,3\Delta,\dots$ and one integer $N$ with energy $\Delta N^2/2$, gives $2.121488+1.286002=3.407490$. At $0.1$ K, where the thermal energy is a fifth of the level spacing, the two results are $0.175242$ and $0.008338+0.166904=0.175242$. The agreement holds because the oscillators are the density waves of the fermions and the two Hamiltonians are one operator. That statement is Kronig's identity.

## The branch, the sea and the statement

The field on a ring of length $L$ is $\psi(x)=L^{-1/2}\sum_n e^{ik_nx}c_n$ with $k_n=2\pi(n-\theta)/L$, where $n$ runs over all integers, $\{c_a,c_b^\dagger\}=\delta_{ab}$, and $0\le\theta<1$ fixes the boundary condition. The dispersion is strictly linear:
$$\varepsilon_n=\Delta\,(n-\theta),\qquad \Delta=\frac{2\pi\hbar v}{L}.$$
The reference state $|0\rangle$ has every level $n\le0$ filled. The state space is spanned by configurations that differ from $|0\rangle$ in finitely many levels, each written as $c^\dagger_{n_1}c^\dagger_{n_2}\cdots$ with $n_1>n_2>\cdots$. With this order, $c_a$ carries the sign $(-1)$ to the number of occupied levels above $a$, and likewise $c_t^\dagger$, so a hop $c_t^\dagger c_a$ carries $(-1)$ to the number of occupied levels strictly between $a$ and $t$.

Colons denote subtraction of the value in $|0\rangle$, and $\hat n_a=c_a^\dagger c_a$:
$$H_F=\sum_n\varepsilon_n:\!\hat n_n\!:,\qquad \hat N=\sum_n:\!\hat n_n\!:,\qquad \rho_m=\sum_n c^\dagger_{n+m}c_n\quad(m\ne0).$$
Taking the adjoint and relabelling gives $\rho_m^\dagger=\rho_{-m}$. If a configuration is full below $-K$ and empty above $K$, a term of $\rho_m$ survives only when its source is occupied (at most $K$) and its target empty (at least $-K$). Source and target differ by $m$, so only finitely many terms act.

The state $|N\rangle$ has all $n\le N$ filled. For $N>0$ its energy is $\Delta\sum_{n=1}^N(n-\theta)$. For $N<0$ the levels $-h$ with $h=0,\dots,|N|-1$ are emptied at cost $\Delta(h+\theta)$, in total $\Delta[|N|(|N|-1)/2+\theta|N|]$. Both cases read
$$E_N=\Delta\left[\tfrac12N(N+1)-\theta N\right].$$
In any configuration of charge $N$, set $\lambda_i=n_i-(N+1-i)$, the distance of the $i$-th particle from its place in $|N\rangle$. Since $n_i-n_{i+1}\ge1$, one has $\lambda_i\ge\lambda_{i+1}$. Below a deep enough level the configuration coincides with $|N\rangle$, and equal charge means equal numbers of particles above that level, so $\lambda_i=0$ for large $i$. Thus $\lambda$ is a partition, and conversely any partition defines a configuration through $n_i=N+1-i+\lambda_i$. Moving particle $i$ up by $\lambda_i$ costs $\Delta\lambda_i$ on a linear branch, so
$$H_F|N;\lambda\rangle=(E_N+\Delta j)|N;\lambda\rangle,\qquad j=\sum_i\lambda_i .\tag{1}$$
The integer $j$ is the level of the state. Kronig's identity is
$$H_F=H_B\equiv\Delta\Big[S+\tfrac12\hat N(\hat N+1)-\theta\hat N\Big],\qquad S=\sum_{m>0}\rho_m\rho_{-m}.\tag{2}$$
The operator $\rho_{-m}$ lowers $j$ by $m$ and $j$ cannot be negative, so on level $j$ the sum in $S$ stops at $m=j$.

## The anomalous commutator

Using $c_bc_c^\dagger=\delta_{bc}-c_c^\dagger c_b$ in both orders of the product, the quartic terms $-c_a^\dagger c_c^\dagger c_bc_d$ and $-c_c^\dagger c_a^\dagger c_dc_b$ are equal (two exchanges) and cancel, leaving
$$[c_a^\dagger c_b,c_c^\dagger c_d]=\delta_{bc}\,c_a^\dagger c_d-\delta_{ad}\,c_c^\dagger c_b .$$
Applied to $[\rho_{-m},\rho_{m'}]$ this yields two sums of the same operators $c^\dagger_{b+m'-m}c_b$ with opposite signs. For $m=m'$ each is $\sum_b\hat n_b$, infinite on a filled sea, and their difference has no meaning until the sums are cut off.

Keep only the band $A\le n\le Z$ and drop every hop that starts or ends outside it. Take $m,m'>0$. The term $\delta_{bc}$ describes a particle going from $b$ up to $b+m'$ and then down to $t=b+m'-m$; besides $b$ and $t$ lying in the band it needs $b+m'\le Z$. The term $\delta_{ad}$ describes $b\to b-m\to t$ and needs $b-m\ge A$. Writing $[\cdot]$ for 1 or 0 as a condition holds or fails, the coefficient of $c^\dagger_tc_b$ is
$$[b\le Z-m']-[b\ge A+m]=\big(1-[b>Z-m']\big)-\big(1-[b<A+m]\big),$$
so, exactly within the band,
$$[\rho_{-m},\rho_{m'}]=\sum_{b<A+m}c^\dagger_{b+m'-m}c_b-\sum_{b>Z-m'}c^\dagger_{b+m'-m}c_b .\tag{3}$$
For two shifts of the same sign the intermediate level lies between source and target in both orders, no condition arises, and the commutator vanishes.

Now let (3) act on a configuration whose lowest $\max(m,m')$ band levels are filled and whose highest $m'$ are empty. The second sum annihilates empty levels and gives zero. In the first sum $t<A+m'$, so the target is filled; the term vanishes unless $t=b$, that is $m=m'$, and then the $m$ lowest levels contribute 1 each. Because each $\rho$ acts finitely, a band wide enough reproduces both products $\rho_{-m}\rho_{m'}$ and $\rho_{m'}\rho_{-m}$ of the uncut operators on a given configuration, so no limit remains to be taken:
$$[\rho_m,\rho_{m'}]=-m\,\delta_{m+m',0}.\tag{4}$$
With $q_m=2\pi m/L$ this is $[\rho_{-q},\rho_{q'}]=(qL/2\pi)\,\delta_{qq'}$, and $b_m=\rho_{-m}/\sqrt m$ obeys $[b_m,b^\dagger_{m'}]=\delta_{mm'}$, with $\rho_m\rho_{-m}=m\,b_m^\dagger b_m$.

Equation (3) shows where the constant comes from: for $m=m'$ it is the occupation of the lowest $m$ levels minus that of the highest $m$. In a band of eight levels with $m=2$ it equals $2$ with the lower half filled, $0$ for the empty and for the full band, and $-2$ with the upper half filled. The energies $\varepsilon_n$ never entered. In a finite band the commutator is an operator, and for $m=m'$ it takes the value $m$ of (4) only on states whose lowest $m$ levels are filled and whose highest $m$ are empty.

In real space, $\rho(x)=:\!\psi^\dagger\psi\!:=L^{-1}\big[\hat N+\sum_{m\ne0}e^{-iq_mx}\rho_m\big]$, since $e^{-ik_{n+m}x}e^{ik_nx}=e^{-iq_mx}$. The charge $\hat N$ commutes with every $\rho_m$, which conserves particle number. Then (4) gives
$$[\rho(x),\rho(y)]=\frac1{L^2}\sum_m(-m)e^{-iq_m(x-y)}=\frac{1}{2\pi i}\,\frac1L\sum_m(-iq_m)e^{-iq_m(x-y)}=-\frac{i}{2\pi}\delta'(x-y),$$
using $-m=(L/2\pi i)(-iq_m)$ and $\delta(x)=L^{-1}\sum_me^{-iq_mx}$ on the ring. For $\rho[f]=\int f\rho\,dx$, the rule $\int f(x)\delta'(x-y)dx=-f'(y)$ gives $[\rho[f],\rho[g]]=(i/2\pi)\int f'g\,dx$. For $f=e^{\cos\phi}$, $g=e^{\sin\phi}$, $\phi=2\pi x/L$, this is $-i\int_0^{2\pi}\sin\phi\,e^{\cos\phi+\sin\phi}d\phi/2\pi=-0.63586\,i$ by numerical quadrature, although $f$ and $g$ commute as one-particle operators.

## First derivation: algebra, then counting

Let $D=H_F-H_B$. Every term of $\rho_m$ removes energy $\varepsilon_n$ and adds $\varepsilon_{n+m}$, and $\varepsilon_{n+m}-\varepsilon_n=m\Delta$ for all $n$, so $[H_F,\rho_m]=m\Delta\rho_m$. For $H_B$ and $m>0$, equation (4) gives
$$[S,\rho_m]=\sum_{k>0}\rho_k[\rho_{-k},\rho_m]=m\rho_m,\qquad [S,\rho_{-m}]=\sum_{k>0}[\rho_k,\rho_{-m}]\rho_{-k}=-m\rho_{-m},$$
and the terms in $\hat N$ commute with $\rho_m$. Hence $[D,\rho_m]=0$ for all $m$.

On $|N\rangle$ every downward hop lands on a filled level, so $\rho_{-m}|N\rangle=0$, $S|N\rangle=0$, and $H_B|N\rangle=E_N|N\rangle=H_F|N\rangle$. Therefore $D$ annihilates $|N\rangle$ and, commuting through the densities, every state
$$|\{l\};N\rangle=\prod_{m>0}\rho_m^{\,l_m}|N\rangle,\qquad j=\sum_m m\,l_m .$$
These states are orthogonal and non-zero. From (4), $[\rho_{-m},\rho_m^{\,l}]=lm\,\rho_m^{\,l-1}$, and $\rho_{-m}$ commutes with $\rho_{m'}$ for $m'\ne m$. In the overlap of two such states, move each $\rho_{-m}$ to the right until it meets $|N\rangle$ and vanishes. If $l_m'>l_m$ a spare $\rho_{-m}$ reaches $|N\rangle$; if $l'_m<l_m$ a spare $\rho_m$ annihilates $\langle N|$; if they are equal the factors $lm,(l-1)m,\dots,m$ accumulate. So
$$\langle\{l'\};N|\{l\};N\rangle=\delta_{\{l'\},\{l\}}\prod_m m^{l_m}\,l_m!\,.\tag{5}$$
So far $D=0$ only on the span of these states. Whether they span the fermion space is a question of counting.

Let $q=e^{-\Delta/k_BT}$, $z=e^{\mu/k_BT}$ and $w=zq^{-\theta}$. Each fermion level is filled or emptied independently: a particle at $n\ge1$ has weight $zq^{n-\theta}=wq^n$, and a hole at $-h\le0$ has weight $z^{-1}q^{h+\theta}=w^{-1}q^{h}$. Thus
$$Z_F=\prod_{n\ge1}(1+wq^n)(1+w^{-1}q^{n-1})=\sum_Nw^Nq^{N(N+1)/2}\sum_jd_N(j)\,q^j,$$
where the second form sorts the same configurations by charge and level using (1), and $d_N(j)$ is the number of configurations at level $j$. Since configurations correspond one to one to partitions, $d_N(j)=p(j)$, the number of partitions of $j$, whatever $N$ is. On the boson side, summing a geometric series for each $l_m$,
$$\sum_{\{l\}}q^{\sum ml_m}=\prod_{m\ge1}\frac1{1-q^m},$$
and the coefficient of $q^j$ counts the sets $\{l\}$ with $\sum ml_m=j$. Reading $l_m$ as the number of parts equal to $m$ makes each set a partition of $j$, so this coefficient is $p(j)$ too. The two partition functions agree in every coefficient of $w^Nq^E$:
$$\prod_{n\ge1}(1+wq^n)(1+w^{-1}q^{n-1})=\frac{\sum_Nw^Nq^{N(N+1)/2}}{\prod_{m\ge1}(1-q^m)},\tag{6}$$
which is the Jacobi triple product identity. For $j=0,\dots,10$ the degeneracies are $1,1,2,3,5,7,11,15,22,30,42$.

Level $j$ of sector $N$ has the finite dimension $p(j)$ and contains $p(j)$ orthogonal non-zero boson states, which therefore form a basis of it. $D$ vanishes on a basis of every level, and (2) is proved.

Equation (6) alone would not be a proof. It says that an abstract set of oscillators has the degeneracies of the fermions, and says nothing about which fermion operators the oscillators are. The commutator identifies them, and the counting shows that nothing is left over.

Level 3 of $N=0$ shows the basis explicitly. The configurations are $\lambda=(3)$ with occupied levels $3,-1,-2,-3,\dots$, $\lambda=(2,1)$ with $2,0,-2,-3,\dots$, and $\lambda=(1,1,1)$ with $1,0,-1,-3,\dots$. On $|0\rangle$, $\rho_3$ makes the hops $0\to3$, $-1\to2$, $-2\to1$ across zero, one and two occupied levels, giving components $(1,-1,1)$. The state $\rho_1|0\rangle$ has levels $1,-1,-2,\dots$; on it $\rho_2$ makes $1\to3$ with sign $+$ and $-2\to0$ across level $-1$ with sign $-$, while $-1\to1$ is blocked, giving $(1,0,-1)$. Unit hops cross nothing: $\rho_1^2|0\rangle=|(2)\rangle+|(1,1)\rangle$, and one more $\rho_1$ sends $(2)$ to $(3)$ and $(2,1)$, and $(1,1)$ to $(2,1)$ and $(1,1,1)$, giving $(1,2,1)$. The mutual products are $1+0-1=0$, $1-2+1=0$ and $1+0-1=0$, and the squared norms $3$, $2$, $6$ equal $3^1 1!$, $2^11!\cdot1^11!$ and $1^33!$ as in (5).

## Second derivation: evaluating $S$ on fermion configurations

Here $S$ is treated as the quartic fermion operator it is:
$$S=\sum_{m>0}\sum_{a,b}c^\dagger_{a+m}c_a\,c^\dagger_{b-m}c_b .$$
On a given configuration $m\le j$ and each $\rho$ acts finitely, so the sum is finite and may be regrouped at will. Write $p=a+m$ and $r=b-m$ for the created levels. The terms are then labelled by $(p,r,a,b)$ with $p+r=a+b$ and $p>a$.

Terms with $a=r$ have $p=b$ and equal $c_b^\dagger c_rc_r^\dagger c_b=\hat n_b(1-\hat n_r)$, because the pair $c_rc_r^\dagger=1-\hat n_r$ commutes with operators of the level $b\neq r$. Summed over $m>0$, they run over all pairs $b>r$.

Terms with $a\ne r$ equal $-c_p^\dagger c_r^\dagger c_ac_b$ after one exchange, and vanish if $p=r$ or $a=b$. The sets $\{p,r\}$ and $\{a,b\}$ share no level: a shared level would, by the equal sums, make the sets identical, and $p\ne a$ would then force $p=b$, $r=a$. Fix the created levels $P>R$ and the annihilated levels $U>W$. Equal sums leave two nestings. If $P>U>W>R$, the condition $p>a$ excludes $p=R$ and allows $p=P$ with $a=U$ or $a=W$:
$$-c_P^\dagger c_R^\dagger\,(c_Uc_W+c_Wc_U)=0 .$$
If $U>P>R>W$, it excludes $a=U$ and allows $a=W$ with $p=P$ or $p=R$:
$$-(c_P^\dagger c_R^\dagger+c_R^\dagger c_P^\dagger)\,c_Wc_U=0 .$$
Every scattering process is cancelled by its exchange partner, which carries a different $m$ but the same coefficient. What remains is
$$S=\sum_{b>r}\hat n_b\,(1-\hat n_r),\tag{7}$$
the number of pairs formed by an occupied level and an empty level below it.

In $|N\rangle$ the $i$-th particle sits at $N+1-i$ with no empty level below it. In $|N;\lambda\rangle$ it has the same number of particles beneath it, counted down to a deep level where both configurations are full, and $\lambda_i$ more levels, so $\lambda_i$ empty ones. Hence $S|N;\lambda\rangle=j\,|N;\lambda\rangle$, and $H_B|N;\lambda\rangle=(E_N+\Delta j)|N;\lambda\rangle$, which by (1) is $H_F|N;\lambda\rangle$. The configurations are a basis by definition, and (2) is proved again.

At level 3, the configuration $(2,1)$ has the empty levels $1,-1$ below its particle at $2$ and $-1$ below its particle at $0$, three pairs in all. The element of $S$ from $(3)$ to $(2,1)$ has two paths: $3\to0$ then $-1\to2$ across the now occupied level $0$, sign $-$; and $3\to2$ then $-1\to0$, sign $+$. They cancel.

Completeness of the boson states, which the first derivation obtained by counting, follows here as a consequence once (4) is added. In sector $N$ let $\mathcal B$ be the span of the boson states and suppose its orthogonal complement, which splits by level because $\mathcal B$ does, contains a non-zero vector $v$ of lowest level $j$. For $\phi\in\mathcal B$, $\langle\phi|\rho_{-m}v\rangle=\langle\rho_m\phi|v\rangle=0$, since $\rho_m\phi\in\mathcal B$. So $\rho_{-m}v$ lies in the complement at a lower level and must vanish. Then $Sv=0$, which by (7) means $j=0$, so $v\propto|N\rangle\in\mathcal B$, a contradiction. With (5), level $j$ then has as many dimensions as there are sets $\{l\}$, and (6) follows.

## The ring in numbers

The model parameters are $v=10^5$ m/s, $L=10\ \mu$m, $\theta=\tfrac12$, $\mu=0$. Then $\Delta=hv/L=41.3567\ \mu$eV (equivalent to $0.47992$ K), $E_N=\Delta N^2/2$, and with $t=\Delta/k_BT$ equation (6) becomes $\ln Z_F=\ln Z_{\rm bos}+\ln Z_{\rm ch}$, where
$$\ln Z_F=2\sum_{n\ge1}\ln\!\big(1+e^{-t(n-1/2)}\big),\quad \ln Z_{\rm bos}=-\sum_{m\ge1}\ln\!\big(1-e^{-tm}\big),\quad Z_{\rm ch}=\sum_Ne^{-tN^2/2}.$$
At $\mu=0$, $U=-\Delta\,\partial_t\ln Z$ and $C=dU/dT=k_Bt^2\partial_t^2\ln Z$. The values below come from direct numerical summation of these series and their term-by-term derivatives over 400 levels and $|N|\le60$.

| | $T=1$ K | $T=0.1$ K |
|---|---|---|
| $k_BT$ ($\mu$eV) | 86.1733 | 8.6173 |
| $t$ | 0.47992 | 4.79924 |
| $U_F$ ($\mu$eV) | 297.0811 | 3.5349 |
| $U_{\rm bos}$ ($\mu$eV) | 253.9945 | 0.3491 |
| $U_{\rm ch}$ ($\mu$eV) | 43.0867 | 3.1858 |
| $C_F/k_B$ | 6.854973 | 0.957613 |
| $C_{\rm bos}/k_B$ | 6.354973 | 0.199229 |
| $C_{\rm ch}/k_B$ | 0.500000 | 0.758384 |

The digits display the matching within the model and say nothing of the accuracy of a linear branch for a real device. The model also has no Coulomb interaction. Charged carriers add a charging energy $e^2N^2/2C_g$ to $E_N$, with $C_g$ the capacitance of the ring. For an ungated ring of this size the rough disc estimate $C_g=8\epsilon\epsilon_0L/2\pi$ with $\epsilon=7$ gives $e^2/C_g\approx200\ \mu$eV, about $5\Delta$, and this term alone would bring $C_{\rm ch}$ at 0.1 K below $10^{-3}k_B$. The charge rows of the table describe free fermions only. At 1 K, $C_F=9.464\times10^{-23}$ J/K.

For small $t$, $C_F/k_B=\sum_{n\in\mathbb Z}h\big(t(n-\tfrac12)\big)$ with $h(x)=x^2/4\cosh^2(x/2)$. Poisson summation gives $t^{-1}\sum_k(-1)^k\hat h(2\pi k/t)$ with $\hat h(\omega)=\int h\,e^{-i\omega x}dx=-I''(\omega)$ and $I(\omega)=\int e^{-i\omega x}dx/4\cosh^2(x/2)$. Shifting $x\to x+2\pi i$ multiplies the integrand of $I$ by $e^{2\pi\omega}$. Between the two lines lies the pole $x=i\pi+u$, where $4\cosh^2(x/2)=-4\sinh^2(u/2)=-u^2+O(u^4)$ and the numerator is $e^{\pi\omega}(1-i\omega u+\dots)$, so the residue is $i\omega e^{\pi\omega}$. Then $(1-e^{2\pi\omega})I=-2\pi\omega e^{\pi\omega}$, or $I=\pi\omega/\sinh\pi\omega=1-\pi^2\omega^2/6+\dots$, and $\hat h(0)=\pi^2/3$. The terms $k=\pm1$ fall as $e^{-2\pi^2/t}$ times powers of $1/t$. Likewise $Z_{\rm ch}=\sqrt{2\pi/t}\sum_ke^{-2\pi^2k^2/t}$, whose leading term $-\tfrac12\ln t$ in $\ln Z_{\rm ch}$ gives $U_{\rm ch}=k_BT/2$ and $C_{\rm ch}=k_B/2$. Up to these exponentially small terms,
$$C_F=\frac{\pi^2k_B}{3t},\qquad C_{\rm bos}=\frac{\pi^2k_B}{3t}-\frac{k_B}{2}.$$
At 1 K, $e^{-2\pi^2/t}=1.37\times10^{-18}$, $\pi^2/3t=6.854973$, $6.854973-0.5=6.354973$, and $86.1733/2=43.0867$, as tabulated. A ring held at fixed $N$ has only $C_{\rm bos}$ and lacks the half $k_B$ of the fluctuating charge.

The energy $U_F=\sum_{n\ge1}F(n-\tfrac12)$, with $F(y)=2\Delta y/(e^{ty}+1)$, is not simply $C_FT/2=6.854973\times86.1733/2=295.358\ \mu$eV. The midpoint form of the Euler–Maclaurin formula, from $\int_{n-1}^nF=F(n-\tfrac12)+F''/24+\dots$, gives $\sum F=\int_0^\infty F+F'(0)/24$ plus terms in higher odd derivatives at $0$. These vanish, because $F=\Delta y-\Delta y\tanh(ty/2)$ has only $\Delta y$ as its odd part. The expansion is asymptotic in $t$ and misses terms smaller than any power of $t$, here the terms of order $e^{-2\pi^2/t}$ found above for $C_F=dU_F/dT$, so the result holds for small $t$ only. With $x=ty$, integration by parts gives $\int_0^\infty F\,dy=(\Delta/t^2)\int_0^\infty 2x\,dx/(e^x+1)=(\Delta/t^2)\int_0^\infty h\,dx=\Delta\hat h(0)/2t^2=\pi^2k_BT/6t=C_FT/2$, and $F'(0)=\Delta$. So $U_F=295.358+41.3567/24=295.358+1.723=297.081\ \mu$eV.

At 0.1 K, $e^{-2\pi^2/t}=1.64\times10^{-2}$ and the continuum forms fail, while (6) is exact. With $q=0.008236$ and $q^{1/2}=0.090752$, a few terms suffice: $Z_{\rm ch}\approx1+2q^{1/2}+2q^2=1.18164$ with logarithm $0.16690$, and $Z_{\rm bos}\approx1+q+2q^2+3q^3=1.008373$ with logarithm $0.008338$, the coefficients being $p(j)$. The charge dominates because its lowest excitations are two, $N=\pm1$, each costing $\Delta/2$, while the first boson state is single and costs $\Delta$: the leading terms of the logarithms are $2q^{1/2}$ and $q$, and the full ratio is about 20. The heat capacity $0.9576\,k_B$ lies above the continuum value $\pi^2/3t=0.6855$, by 40% of the latter. The two levels at $\pm\Delta/2$ account for most of it: with $x=t/2=2.39962$, $2h(x)=2x^2e^{-x}/(1+e^{-x})^2=2\times5.7582\times0.090752/1.18974=0.8785$, and the pair at $\pm3\Delta/2$ adds $0.077$.

## What each derivation assumes

Both take the same state space, finite disturbances of a bottomless filled sea, and integer-spaced levels. The first derivation uses Fermi statistics in three places: the commutator (4), the blocking $\rho_{-m}|N\rangle=0$, and the ordering $n_1>n_2>\cdots$ that turns configurations into partitions. It needs the finite dimension of each level to pass from counting to spanning, and it never looks at a matrix element of $S$ between configurations. The second uses no commutator of densities and no completeness. Its cancellation involves four levels at a time, so (7) also holds exactly in a finite band at any filling, where (4) does not. By itself it does not say that $S$ counts bosons; that needs (4), and then (6) comes out at the end, whereas the first derivation proved it by counting partitions and needed it to reach (2).

Linearity enters the first derivation through the form of $E_N$ and $[H_F,\rho_m]=m\Delta\rho_m$ and the second through (1). Equations (4), (5) and (7) and the completeness of the boson states involve only the labels $n$ and survive curvature, while (2) does not. Take $\varepsilon=\Delta(x+ax^2)$, $x=n-\tfrac12$, near the Fermi level. The configuration $(2)$ is the hop $x=-\tfrac12\to\tfrac32$ with energy $\Delta[2+a(\tfrac94-\tfrac14)]=\Delta(2+2a)$, and $(1,1)$ is $-\tfrac32\to\tfrac12$ with $\Delta(2-2a)$. For $a=0.02$ these are $2.04\Delta$ and $1.96\Delta$, while $S=2$ on both. The boson state $\rho_2|0\rangle=|(2)\rangle-|(1,1)\rangle$ is then no longer stationary, and turns into $\rho_1^2|0\rangle=|(2)\rangle+|(1,1)\rangle$ after the time $\pi\hbar/4a\Delta$ in which the relative phase reaches $\pi$.

The two routes also differ in how they extend. The exchange cancellation requires equal weights for all $m$ and a single fermion species. An interaction $\sum_{m>0}V_m\rho_m\rho_{-m}$ with $m$-dependent $V_m$ leaves the scattering terms uncancelled, and the fermion configurations are in general no longer eigenstates (already at level 2 if $V_1\ne V_2$). The algebra of the first derivation still applies: the boson states remain a complete set of eigenstates, with quanta $m(\Delta+V_m)$. For $V_m=V$ the second derivation shows directly that such an interaction scatters nothing on one spinless branch and only changes the excitation spacing to $\Delta+V$. With two species the identity holds for each separately; the cross terms $\rho^{\uparrow}_m\rho^{\downarrow}_{-m}$ have no exchange partner, so the total density alone does not reproduce the kinetic energy.

Numbers in the example were calculated in double precision.
